The Feynman-Hibbs centroid potential and the Wigner-Kirkwood free-energy correction

Consider one particle of mass m in one dimension, with Hamiltonian H = p²/(2m) + V(x), at inverse temperature β = 1/(k_B T). The partition function is Z = Tr exp(-βH) and the free energy is F = -(1/β) ln Z. The potential is smooth and confining, and it and its derivatives grow slowly enough for the Gaussian averages below to exist and for the expansions in ħ to hold as asymptotic expansions. These are taken at fixed β, m and V. Primes denote derivatives with respect to x.

The classical partition function follows from the phase-space integral over dx dp/(2πħ). Since ∫dp exp[-βp²/(2m)] = (2πm/β)^(1/2), it is

Z_cl = N ∫dx exp[-βV(x)],  N = [m/(2πβħ²)]^(1/2).

Its free energy is F_cl = -(1/β) ln Z_cl, and ⟨…⟩_cl denotes an average with weight exp(-βV). The factor N contains ħ, so F_cl contains ln ħ. The expansion in powers of ħ² concerns the difference F - F_cl.

The Feynman-Hibbs potential is V smeared by a Gaussian of variance s:

s = βħ²/(12m),
V_FH(x) = ∫dy (2πs)^(-1/2) exp[-y²/(2s)] V(x+y).

Replacing V by V_FH in the classical formula defines Z_FH and F_FH:

Z_FH = N ∫dx exp[-βV_FH(x)],  F_FH = -(1/β) ln Z_FH.

The quantum partition function is an integral over closed paths x(τ) in imaginary time, with x(βħ) = x(0):

Z = ∫Dx exp{-(1/ħ) ∫₀^(βħ) dτ [(m/2)(dx/dτ)² + V(x(τ))]}.

Separate each path into its time average, the centroid x_c, and a remainder ξ:

x(τ) = x_c + ξ(τ),  x_c = (1/βħ) ∫₀^(βħ) x(τ) dτ,  ∫₀^(βħ) ξ(τ) dτ = 0.

Because x_c does not depend on τ, dx/dτ = dξ/dτ, and the kinetic action contains ξ alone. With imaginary time cut into finitely many slices, passing from the positions to the centroid and relative coordinates is a linear change of variables with a constant Jacobian. The potential part of the exponent is -βA, where

A = (1/βħ) ∫₀^(βħ) V(x_c+ξ(τ)) dτ.

Let ⟨…⟩₀ denote the normalized average over ξ with the free kinetic weight. Then

Z = N' ∫dx_c ⟨exp(-βA)⟩₀,

where N' does not depend on V. To find it, set V = 0. The weight per unit length of centroid position is then N'. The weight per unit length of the starting point x(0) = x_c + ξ(0) is also N', because a uniform distribution of x_c stays uniform when an independent displacement ξ(0) is added. That second weight is the diagonal element of the free density matrix,

⟨x|exp[-βp²/(2m)]|x⟩ = ∫dp/(2πħ) exp[-βp²/(2m)] = [m/(2πβħ²)]^(1/2).

Hence N' = N, and the partition function has a classical form,

Z = N ∫dx_c exp[-βW(x_c)],  exp[-βW(x_c)] = ⟨exp(-βA)⟩₀.

No approximation has been made in this step. W is the full centroid potential, and V_FH will turn out to be its first approximation.

The distribution of ξ follows from a Fourier expansion. The constant term is absent because ξ has zero time average:

ξ(τ) = √2 Σ_{k≥1} [a_k cos(ω_kτ) + b_k sin(ω_kτ)],  ω_k = 2πk/(βħ).

Over one period the squares of the sines and cosines average to 1/2 and the cross terms integrate to zero. The factor (√2)² = 2 cancels the 1/2, so

(m/2ħ) ∫₀^(βħ) (dξ/dτ)² dτ = (βm/2) Σ_{k≥1} ω_k²(a_k²+b_k²).

The amplitudes are therefore independent Gaussian variables of mean zero and variance 1/(βmω_k²). Let u = |τ-τ'|/(βħ), between 0 and 1. Using cos α cos α' + sin α sin α' = cos(α-α'), the covariance is

C(u) = ⟨ξ(τ)ξ(τ')⟩₀
     = Σ_{k≥1} [2/(βmω_k²)] cos(2πku)
     = [βħ²/(2π²m)] Σ_{k≥1} cos(2πku)/k².

To sum the series, take f(u) = u² - u + 1/6 on the interval from 0 to 1. Its mean is 1/3 - 1/2 + 1/6 = 0, and its symmetry about u = 1/2 removes the sine terms. Two integrations by parts give its cosine coefficients:

2∫₀¹ f(u) cos(2πku) du
= -[1/(πk)] ∫₀¹ (2u-1) sin(2πku) du
= -[1/(πk)] [-1/(πk)] = 1/(π²k²).

Thus Σ_{k≥1} cos(2πku)/k² = π²(1/6-u+u²), and

C(u) = [βħ²/(2m)] (1/6-u+u²) = s(1-6u+6u²).

At equal times u = 0, so ⟨ξ²⟩₀ = s = βħ²/(12m). This is the origin of the factor 12. The variance describes how far a free path spreads about its own centroid. It shrinks when the particle is heavier or the temperature higher.

At any one time ξ(τ) is a linear combination of Gaussian variables, hence itself Gaussian, with variance s independent of τ. Averaging A therefore gives

⟨A⟩₀ = (1/βħ) ∫₀^(βħ) dτ ⟨V(x_c+ξ(τ))⟩₀ = V_FH(x_c).

The relation between V_FH and W follows from e^y ≥ 1+y with y = -β(A-⟨A⟩₀). The average of y vanishes, so

⟨exp(-βA)⟩₀ = exp(-β⟨A⟩₀) ⟨e^y⟩₀ ≥ exp(-β⟨A⟩₀).

Hence W(x_c) ≤ V_FH(x_c) at every centroid position. Integration gives Z ≥ Z_FH, and therefore

F ≤ F_FH.

This bound requires the smeared potential to be finite. If V rises as |x|^(-n) with n ≥ 1 at a repulsive core, the Gaussian has nonzero weight at the singularity whatever its centre, and the smearing integral diverges. V_FH is then infinite everywhere and the bound is empty. A potential truncated at order ħ² may still be finite away from the core, but the inequality just proved does not apply to it.

For smooth V, expand V(x+y) in y. The odd moments of the Gaussian vanish, while ⟨y²⟩ = s and ⟨y⁴⟩ = 3s². The quadratic and quartic Taylor terms carry factors 1/2 and 1/24, so

V_FH = V + (s/2)V'' + (s²/8)V'''' + O(ħ⁶)
     = V + [βħ²/(24m)]V'' + O(ħ⁴).

It remains to show that W and V_FH agree at order ħ². The cumulant expansion of ln⟨exp(-βA)⟩₀, divided by -β, is

W = ⟨A⟩₀ - (β/2) Var(A) + (β²/6) κ₃(A) - …,

where κ₃ is the third cumulant. Let an overbar denote a time average along the path. Then

A = V(x_c) + V'(x_c) ξ̄ + (1/2)V''(x_c) q + (1/6)V'''(x_c) c + …,
q = (1/βħ)∫ξ² dτ,  c = (1/βħ)∫ξ³ dτ.

The linear term vanishes identically, because ξ̄ = 0 for every path. Since ξ scales as ħ, the first fluctuating term is the one in q, of order ħ². The variance of A thus begins at order ħ⁴. The covariance of q and c, which would be of order ħ⁵, vanishes because the free distribution is unchanged by ξ → -ξ. The third cumulant begins at order ħ⁶.

For two Gaussian variables with variance s and covariance C, the fourth moment is ⟨ξ²ξ'²⟩₀ = s² + 2C². Subtracting s² and averaging over both times gives

Var(q) = 2∫₀¹ C(u)² du = 2s² ∫₀¹ (1-6u+6u²)² du.

The polynomial integral is

∫₀¹ (1-12u+48u²-72u³+36u⁴) du = 1-6+16-18+36/5 = 1/5.

Therefore Var(q) = 2s²/5 = β²ħ⁴/(360m²). The term (1/2)V''q contributes (1/4)V''² Var(q) to Var(A), and

W - V_FH = -(β/2)(1/4)V''² β²ħ⁴/(360m²) + O(ħ⁶)
         = -[β³ħ⁴/(2880m²)]V''² + O(ħ⁶).

The free energy can now be expanded. Through order ħ² the centroid potential is V + (s/2)V'', so

Z = N ∫dx exp(-βV) [1-(βs/2)V''+O(ħ⁴)]
  = Z_cl [1-(βs/2)⟨V''⟩_cl+O(ħ⁴)].

Taking -(1/β) times the logarithm gives

F = F_cl + [βħ²/(24m)]⟨V''⟩_cl + O(ħ⁴).

The same calculation applies to F_FH, since V_FH and W differ first at order ħ⁴. To convert the curvature into a squared force, integrate by parts:

∫V'' exp(-βV) dx = [V' exp(-βV)] + β∫V'² exp(-βV) dx.

The boundary term vanishes for a confining potential. Hence ⟨V''⟩_cl = β⟨V'²⟩_cl, and

F = F_cl + [β²ħ²/(24m)]⟨V'²⟩_cl + O(ħ⁴).

This is the Wigner-Kirkwood correction. In the second form it is visibly positive, even if V'' is negative in part of space.

The first error of the Feynman-Hibbs free energy follows from Z/Z_FH, which is the average of exp[-β(W-V_FH)] with weight exp(-βV_FH). The exponent is of order ħ⁴, and replacing this weight by the classical one changes the result only at order ħ⁶. Thus

F - F_FH = -[β³ħ⁴/(2880m²)]⟨V''²⟩_cl + O(ħ⁶).

The role of the centroid becomes clear if the starting point x(0) = x is held fixed instead. The deviation is then ζ(τ) = ξ(τ)-ξ(0), with

⟨ζ²⟩₀ = 2s-2C(u) = 12s u(1-u).

Its average over u is 2s = βħ²/(6m). The first cumulant is therefore V + sV'' through order ħ², which would give a free-energy correction s⟨V''⟩_cl, twice the correct value. However, ζ now has a fluctuating time average, ζ̄ = -ξ(0), of variance s. The linear term V'ζ̄ adds -(β/2)sV'² through the second cumulant. Its classical average is -(s/2)⟨V''⟩_cl, by the integration by parts above, and the sum is again (s/2)⟨V''⟩_cl. Fixing the centroid removes the linear fluctuation at the outset, which is why a first cumulant suffices at order ħ².

The harmonic oscillator, V = mω²x²/2, shows where the approximation fails. Put a = βħω. Smearing adds the constant mω²s/2 to V, so

β(F_FH-F_cl) = βmω²s/2 = a²/24.

The quantum levels give Z = Σ_{n≥0} exp[-a(n+1/2)] = 1/[2 sinh(a/2)]. The classical Gaussian integral gives Z_cl = N[2π/(βmω²)]^(1/2) = 1/a. Hence

β(F-F_cl) = ln[2 sinh(a/2)/a].

For small a the argument of the logarithm is 1 + a²/24 + a⁴/1920 + …, and

β(F-F_cl) = a²/24 + a⁴(1/1920-1/1152) + …
          = a²/24 - a⁴/2880 + ….

The fourth-order term agrees with the general discrepancy for V'' = mω². At a = 1 the exact correction is 0.0413 and the Feynman-Hibbs value 0.0417. At a = 8 they are 1.92 and 2.67, an excess of 39% relative to the exact correction. For large a the exact expression approaches a/2 - ln a, whereas a²/24 grows quadratically. The free particle spreads without limit as the temperature falls, while the oscillator's restoring force confines the true path. The first cumulant uses the free spread and misses this confinement.

An anharmonic example is the model double well

V(x) = E0[(x/L)²-1]²,

with minima at x = ±L and a barrier E0. Take E0, L and m as units, so that ħ is measured in L√(mE0), and choose β = 2 and ħ = 0.5. Then

s = 2 × 0.5²/12 = 0.041667,

and the Gaussian width is √s = 0.204. In these units V = x⁴-2x²+1. The Gaussian averages of (x+y)⁴ and (x+y)² are x⁴+6sx²+3s² and x²+s, so

V_FH = x⁴ - 2(1-3s)x² + 1 - 2s + 3s²
     = [x²-(1-3s)]² + 4s - 6s².

For 3s < 1 the minima lie at x² = 1-3s, at height 4s-6s², and the barrier is (1-3s)². Here the minima move inward to x = ±0.935 and rise from 0 to 0.156, while the top falls from 1 to 0.922. The barrier of V_FH is therefore 0.766 instead of 1. Smearing raises V where its curvature is positive and lowers it where the curvature is negative, to leading order in s.

The classical average ⟨V''⟩_cl = 6.2256 gives the coefficient of ħ² in the free energy:

β⟨V''⟩_cl/24 = 2 × 6.2256/24 = 0.5188.

At ħ = 0.5 the correction is 0.5188 × 0.25 = 0.1297. Added to F_cl = 0.1141, it gives 0.2438. Diagonalizing the Hamiltonian gives F = 0.2245, and the smeared potential gives F_FH = 0.2337. Relative to the exact quantum correction, F-F_cl = 0.1104, the ħ² formula is too large by 17% and the Feynman-Hibbs result by 8%.

With ⟨V''²⟩_cl = 74.90, the leading discrepancy formula predicts

F - F_FH ≈ -2³ × 0.5⁴ × 74.90/2880 = -0.0130,

whereas the computed difference is -0.0092. Higher orders are thus appreciable at this ħ. At ħ = 1 the three free energies are 0.774 from diagonalization, 0.979 from the ħ² formula and 0.843 from V_FH. For the four values of ħ computed in this model, F_FH lies closer to F than the ħ² formula does; this ordering does not hold for every potential. Expanding F_FH to order s² shows that it exceeds the ħ² formula by (s²/8)⟨V''''⟩_cl - (βs²/8)[⟨V''²⟩_cl - ⟨V''⟩_cl²], while it exceeds F by (βs²/20)⟨V''²⟩_cl. For V = x⁴ with β = m = 1 these are 0.56s² and 1.80s², so the ħ² formula lies between F and F_FH and is the closer of the two at small ħ.

The numerical check tests the small-ħ statements by extrapolating the diagonalized free energy. It finds 0.51879 for the ħ² coefficient, against 0.51880 from the formula, and a ratio of 0.99995 between the actual and predicted ħ⁴ discrepancy. Sampling closed paths at ħ = 0.5 tests the centroid integral together with its prefactor: it gives Z = 0.6383 ± 0.0005, where the uncertainty is one standard error, against 0.6383 from diagonalization.

Table of computed values

```
Double well: energies in E0, lengths in L, hbar in L*sqrt(m*E0)
inverse temperature beta = 2.000 1/E0
main hbar = 0.500 L*sqrt(m*E0)
Gaussian variance s = 0.041667 L^2
Gaussian width sqrt(s) = 0.204124 L
variance from 200-bead chain = 0.041666 L^2
variance of time-averaged xi^2 = 0.0006946 L^4
fixed-point path: mean variance = 0.083331 L^2
fixed-point path: variance of mean = 0.041666 L^2
V_FH at barrier top = 0.921875 E0
sampled mean V at top = 0.921807 +/- 0.000329 E0
sampled full centroid potential at top = 0.91954 E0
V_FH minimum position = 0.935414 L
V_FH minimum value = 0.156250 E0
V_FH barrier height = 0.765625 E0
Z from 20000 paths of 64 beads = 0.63830
standard error of sampled Z = 0.00051
Z from diagonalization = 0.63831
classical <V''> = 6.225634 E0/L^2
classical <V'^2> = 3.112817 E0^2/L^2
classical <V''^2> = 74.902535 E0^2/L^4
hbar^2 coefficient, formula = 0.518803 1/(m*L^2)
same, exact F extrapolated = 0.518794 1/(m*L^2)
same, F_FH extrapolated = 0.518802 1/(m*L^2)
hbar^4 discrepancy / formula, extrapolated = 0.99995
Free energies in E0; hbar in L*sqrt(m*E0)
hbar   F_classical   F_exact       F_hbar^2      F_FH
0.10    -0.690656    -0.685505    -0.685468    -0.685484
0.25    -0.232510    -0.201475    -0.200085    -0.200734
0.50     0.114063     0.224467     0.243764     0.233695
1.00     0.460637     0.774254     0.979440     0.842595
Harmonic oscillator: dimensionless beta*(F-F_classical)
beta*hbar*omega   exact      Feynman-Hibbs
    1.00        0.041325        0.041667
    2.00        0.161439        0.166667
    4.00        0.595220        0.666667
    8.00        1.920223        2.666667
```
